# Cubic Quartic Anisotropy in Axes Parallel and Perpendicular to [111], part 1

(Sections cited here and not found follow in the second part.)

## I. The quartic invariant in trigonal axes

**Theorem 1.** Let \(P_1,P_2,P_3\) be the components of a polarization \(\mathbf P\) along the cubic axes. Let \(p\) be its component along \([111]\), \(s\ge 0\) the length of its part perpendicular to \([111]\), and \(\phi\) the azimuth of that part, measured from the projection of \([100]\) on the (111) plane. Then

\[
P_1^4+P_2^4+P_3^4=\frac{p^4}{3}+2p^2s^2+\frac{2\sqrt2}{3}\,p\,s^3\cos3\phi+\frac{s^4}{2}. \tag{1}
\]

The third term is the only one that depends on \(\phi\). It is the threefold anisotropy seen by a polarization tilted away from a body diagonal.

The theorem is an algebraic identity. It assumes nothing about the size of the tilt, and it holds for any real vector in any system of units. Physical assumptions enter only when the quartic form is used as part of an energy.

**Axes.** The orthonormal, right-handed basis is

\[
\mathbf n=\frac{(1,1,1)}{\sqrt3},\qquad
\mathbf a=\frac{(2,-1,-1)}{\sqrt6},\qquad
\mathbf b=\frac{(0,1,-1)}{\sqrt2}.
\]

The squared lengths are \(3/3\), \(6/6\) and \(2/2\), and the mutual scalar products vanish. The vector \(\mathbf a\) lies along the projection of \([100]\), because

\[
(1,0,0)-\frac{1}{\sqrt3}\,\mathbf n=\left(\tfrac23,-\tfrac13,-\tfrac13\right)=\sqrt{\tfrac23}\,\mathbf a .
\]

The polarization is written as

\[
\mathbf P=p\,\mathbf n+x\,\mathbf a+y\,\mathbf b,\qquad x=s\cos\phi,\quad y=s\sin\phi .
\]

Since the basis is orthonormal, \(P^2=p^2+s^2\).

**Lemma 1 (components).** With \(\phi_j=\phi-2\pi(j-1)/3\) for \(j=1,2,3\),

\[
P_j=\frac{p}{\sqrt3}+\sqrt{\frac23}\;s\cos\phi_j. \tag{2}
\]

*Proof.* Reading the components from the basis vectors gives

\[
P_1=\frac{p}{\sqrt3}+\frac{2x}{\sqrt6},\qquad
P_{2,3}=\frac{p}{\sqrt3}-\frac{x}{\sqrt6}\pm\frac{y}{\sqrt2},
\]

with the upper sign for \(P_2\). Because \(2/\sqrt6=\sqrt{2/3}\), the first component agrees with (2). For the second,

\[
\sqrt{\tfrac23}\cos\!\left(\phi-\tfrac{2\pi}{3}\right)
=\sqrt{\tfrac23}\left(-\tfrac12\cos\phi+\tfrac{\sqrt3}{2}\sin\phi\right)
=-\frac{\cos\phi}{\sqrt6}+\frac{\sin\phi}{\sqrt2},
\]

as required. For the third, \(\phi_3=\phi-4\pi/3\) is equivalent to \(\phi+2\pi/3\), which reverses the sign of the sine term. ∎

Geometrically, the three cubic axes are equally inclined to \([111]\), and their projections on the (111) plane are \(120^\circ\) apart. The parallel component is shared equally between them, while the perpendicular component is seen at three equally spaced angles.

**Lemma 2 (sums of powers).** For \(\gamma_j=\cos\phi_j\),

\[
\sum_j\gamma_j=0,\qquad \sum_j\gamma_j^2=\frac32,\qquad
\sum_j\gamma_j^3=\frac34\cos3\phi,\qquad \sum_j\gamma_j^4=\frac98 .
\]

*Proof.* For an integer \(m\),

\[
\sum_j e^{im\phi_j}=e^{im\phi}\left(1+e^{-2\pi im/3}+e^{-4\pi im/3}\right).
\]

If \(m\) is a multiple of 3, each term in the bracket is 1 and the bracket equals 3. Otherwise it is the sum of the three cube roots of unity, which is zero. Taking real parts, \(\sum_j\cos m\phi_j\) equals \(3\cos m\phi\) in the first case and zero in the second. The first sum follows with \(m=1\). The others follow from

\[
\cos^2\phi_j=\frac{1+\cos2\phi_j}{2},\quad
\cos^3\phi_j=\frac{3\cos\phi_j+\cos3\phi_j}{4},\quad
\cos^4\phi_j=\frac{3+4\cos2\phi_j+\cos4\phi_j}{8}.
\]

Only the constants and the third harmonic survive the summation. They give \(3/2\), \(3\cos3\phi/4\) and \(9/8\). ∎

**Proof of Theorem 1.** Put \(u=p/\sqrt3\) and \(v=\sqrt{2/3}\,s\), so that \(P_j=u+v\gamma_j\). The binomial expansion is

\[
\sum_jP_j^4=3u^4+4u^3v\sum_j\gamma_j+6u^2v^2\sum_j\gamma_j^2+4uv^3\sum_j\gamma_j^3+v^4\sum_j\gamma_j^4 .
\]

Lemma 2 turns this into

\[
\sum_jP_j^4=3u^4+9u^2v^2+3uv^3\cos3\phi+\frac98v^4 .
\]

The four terms are now evaluated separately:

\[
3u^4=3\,\frac{p^4}{9}=\frac{p^4}{3},\qquad
9u^2v^2=9\,\frac{p^2}{3}\,\frac{2s^2}{3}=2p^2s^2,
\]

\[
3uv^3=3\,\frac{p}{\sqrt3}\,\frac{2\sqrt2}{3\sqrt3}\,s^3=\frac{2\sqrt2}{3}\,ps^3,\qquad
\frac98v^4=\frac98\,\frac{4s^4}{9}=\frac{s^4}{2}.
\]

Their sum is (1). ∎

The term \(u^3v\) is absent because the projections of the three axes add to zero. There is therefore no transverse force on a polarization that points along \([111]\). The sum of the cubes of the projections is proportional to \(\cos3\phi\) and does not vanish in general, and this is the origin of the threefold term.

**Remark 1 (special directions).** For a unit vector along \([100]\), \(p=1/\sqrt3\), \(s=\sqrt{2/3}\) and \(\phi=0\). The four terms are

\[
\frac1{27}+\frac{12}{27}+\frac8{27}+\frac6{27}=1 .
\]

For \([011]\), \(p=\sqrt{2/3}\), \(s=1/\sqrt3\) and \(\phi=\pi\). The result is

\[
\frac4{27}+\frac{12}{27}-\frac4{27}+\frac{3}{54}=\frac12 .
\]

For the neighbouring body diagonal \([\bar111]\), \(p=1/3\), \(s=2\sqrt2/3\) and \(\phi=\pi\), so that

\[
\frac1{243}+\frac{48}{243}-\frac{64}{243}+\frac{96}{243}=\frac13 .
\]

This is the value on \([111]\), as cubic symmetry demands. If the threefold term were dropped, the sum would be \(145/243\), and the two diagonals would no longer be equivalent. The term may be a small correction near \([111]\), but it can't be omitted from a description that covers several rhombohedral states.

**Corollary 1 (the sum over pairs).** Squaring \(P^2=\sum_iP_i^2\) gives \(P^4=\sum_iP_i^4+2\sum_{i<j}P_i^2P_j^2\). Hence

\[
\sum_{i<j}P_i^2P_j^2=\frac12\left[(p^2+s^2)^2-\sum_iP_i^4\right]
=\frac{p^4}{3}+\frac{s^4}{4}-\frac{\sqrt2}{3}\,ps^3\cos3\phi . \tag{3}
\]

The coefficient of \(p^4\) is \((1-1/3)/2=1/3\), that of \(p^2s^2\) is \((2-2)/2=0\), and that of \(s^4\) is \((1-1/2)/2=1/4\). The threefold coefficient is minus one half of that in (1).

The quartic part of a Landau-Devonshire energy density can be written as \(\alpha_{11}\sum_iP_i^4+\alpha_{12}\sum_{i<j}P_i^2P_j^2\). Substituting the relation above gives

\[
\alpha_{11}\sum_iP_i^4+\alpha_{12}\sum_{i<j}P_i^2P_j^2
=\frac{\alpha_{12}}2P^4+\left(\alpha_{11}-\frac{\alpha_{12}}2\right)\sum_iP_i^4 .
\]

The first part is isotropic. With the anisotropic part denoted \((K/4)\sum_iP_i^4\), the anisotropy constant is \(K=4\alpha_{11}-2\alpha_{12}\), and the threefold energy density is

\[
f_3=\frac K4\,\frac{2\sqrt2}{3}\,ps^3\cos3\phi=\frac{\sqrt2}{6}\,K\,p\,s^3\cos3\phi . \tag{4}
\]

It vanishes when \(\alpha_{12}=2\alpha_{11}\), for which the whole quartic energy is isotropic.

**Proposition 1 (why no other azimuthal term appears).** A homogeneous quartic polynomial that has the cubic symmetry can depend on \(\phi\) only through \(ps^3\cos3\phi\).

*Proof.* Let \(\zeta=x+iy=se^{i\phi}\). Every quartic polynomial is a combination of the monomials \(p^{4-m}\zeta^k(\zeta^*)^{m-k}\), with \(0\le k\le m\le4\). Their azimuthal dependence is \(e^{i(2k-m)\phi}\). The cyclic permutation of \(P_1,P_2,P_3\) is a rotation by \(120^\circ\) about \([111]\), so an allowed monomial must have \(2k-m\) divisible by 3. The possible values are:

- \(m=1\): \(\pm1\), neither allowed;
- \(m=2\): \(0,\pm2\), of which only 0 is allowed;
- \(m=3\): \(\pm1,\pm3\), of which only \(\pm3\) are allowed;
- \(m=4\): \(0,\pm2,\pm4\), of which only 0 is allowed.

The azimuthal terms are therefore \(p\,\mathrm{Re}\,\zeta^3=ps^3\cos3\phi\) and \(p\,\mathrm{Im}\,\zeta^3=ps^3\sin3\phi\). Exchanging \(P_2\) and \(P_3\) is also a cubic symmetry. It leaves \(\mathbf n\) and \(\mathbf a\) unchanged and reverses \(\mathbf b\), so it sends \(\phi\) to \(-\phi\). This excludes the sine. ∎

Symmetry about \([111]\) alone would allow independent coefficients for \(p^4\), \(p^2s^2\), \(s^4\) and \(ps^3\cos3\phi\). The remaining cubic operations tie them together in the ratios of Theorem 1, up to the addition of an isotropic \(P^4\).

**Remark 2 (sign and inversion).** The Cartesian form of the angular factor follows from \(\mathrm{Re}\,(x+iy)^3\):

\[
s^3\cos3\phi=x^3-3xy^2 .
\]

If the azimuth is measured instead from \(-\mathbf a\), then \(\phi=\phi'+\pi\) and \(\cos3\phi=-\cos3\phi'\). The sign in front of the term changes, but the energy does not. If it is measured from \(\mathbf b\), then \(\phi=\phi'+\pi/2\) and \(\cos3\phi=\sin3\phi'\). A quoted sign therefore has no meaning without the origin of the angle.

Inversion replaces \(\mathbf P\) by \(-\mathbf P\). It changes \(p\) to \(-p\) and \(\phi\) to \(\phi+\pi\), while \(s\) stays positive. Both \(p\) and \(\cos3\phi\) change sign, and their product is unchanged. Reversing \(p\) alone, at a fixed perpendicular part, turns the threefold pattern by \(60^\circ\). At \(p=0\) the pattern disappears, so the quartic form is isotropic within the (111) plane.

**Remark 3 (constant length).** Let \(p=P\cos\theta\) and \(s=P\sin\theta\) at fixed \(P\). For a small tilt, \(\cos^4\theta=1-2\theta^2+O(\theta^4)\), and (1) becomes

\[
\frac{\sum_iP_i^4}{P^4}=\frac13+\frac43\theta^2+\frac{2\sqrt2}{3}\theta^3\cos3\phi+O(\theta^4). \tag{5}
\]

The coefficient of \(\theta^2\) is \(-2/3+2=4/3\). The ratio of the threefold term to the quadratic one is \(\theta\cos3\phi/\sqrt2\). Close to \([111]\) the contours of constant energy are circles, and with increasing tilt they become rounded triangles. On the cone of angle \(\theta\), the amplitude varies as \(\cos\theta\sin^3\theta\). Its derivative, \(\sin^2\theta\,(3\cos^2\theta-\sin^2\theta)\), vanishes at \(\tan^2\theta=3\), so the modulation is largest at \(\theta=60^\circ\).

**Example on a cone.** Take \(P=30\ \mu\mathrm{C/cm^2}\), \(K=5\times10^{-5}\ (\mathrm{MV/cm})/(\mu\mathrm{C/cm^2})^3\) and \(\theta=20^\circ\). These are round model parameters. The product of \(\mu\mathrm{C/cm^2}\) and MV/cm is \(\mathrm{J/cm^3}\), so \(K\) times a fourth power of polarization is an energy density in \(\mathrm{J/cm^3}\). The components are

\[
p=30\cos20^\circ=28.19\ \mu\mathrm{C/cm^2},\qquad
s=30\sin20^\circ=10.26\ \mu\mathrm{C/cm^2}.
\]

At \(\phi=0\), the four terms of (1), each multiplied by \(K/4\), are 2.632, 2.092, 0.359 and 0.069 \(\mathrm{J/cm^3}\). Their sum is 5.15 \(\mathrm{J/cm^3}\). Direct use of the cubic components gives 5.151 \(\mathrm{J/cm^3}\) at \(\phi=0\) and 4.434 \(\mathrm{J/cm^3}\) at \(\phi=\pi\). The difference of 0.718 \(\mathrm{J/cm^3}\) is twice the threefold term.

Along \([111]\) the same energy is \(KP^4/12=3.375\ \mathrm{J/cm^3}\). The tilt therefore costs 1.776 \(\mathrm{J/cm^3}\) towards \([100]\) and 1.059 \(\mathrm{J/cm^3}\) towards \([011]\). The threefold term is only 7% of the total anisotropy energy at \(\phi=0\), yet it makes these two costs differ by a factor of about 1.7.

## II. Consequences for a rhombohedral ferroelectric

The symbols carried over are the axes \(\mathbf n\parallel[111]\), \(\mathbf a\parallel[2\bar1\bar1]\), \(\mathbf b\parallel[01\bar1]\), and \(\mathbf P=p\mathbf n+x\mathbf a+y\mathbf b\), with \(x=s\cos\phi\) and \(y=s\sin\phi\). The quartic form is

\[
\sum_iP_i^4=\frac{p^4}{3}+2p^2s^2+\frac{2\sqrt2}{3}p(x^3-3xy^2)+\frac{s^4}{2}.
\]

**Model.** A uniform polarization has the mean-field energy density

\[
f=-\frac A2P^2+\frac B4P^4+\frac K4\sum_iP_i^4-\mathbf E\cdot\mathbf P, \tag{6}
\]

with \(A>0\), \(K>0\) and \(B+K/3>0\). The coefficients are those of a stress-free crystal, and \(\mathbf E\) is the macroscopic field inside it. The algebra has the same form in Gaussian and SI units. Gradient energy, domains and terms above fourth order are left out.

For a direction with \(q=\sum_iP_i^4/P^4\), the energy at \(\mathbf E=0\) is \(-AP^2/2+(B+Kq)P^4/4\). It is smallest at \(P^2=A/(B+Kq)\), where it equals

\[
f_{\min}(q)=-\frac{A^2}{4(B+Kq)}. \tag{7}
\]

Since the mean of the squares of the numbers \(P_i^2\) is at least the square of their mean, \(q\ge1/3\), with equality when all \(P_i^2\) are equal. The ground states therefore lie along the eight directions of type \([111]\).

**Proposition 2 (local coefficients).** In the \([111]\) state, the spontaneous polarization, the longitudinal and transverse stiffnesses, and the coefficient of \(x^3-3xy^2\) are

\[
p_0^2=\frac{A}{B+K/3},\qquad k_\parallel=2A,\qquad k=\frac23Kp_0^2,\qquad c=\frac{\sqrt2}{6}Kp_0. \tag{8}
\]

*Proof.* At \(s=0\), the condition \(\partial f/\partial p=0\) reads \(-Ap+(B+K/3)p^3=0\), which gives \(p_0\). The second derivative is \(-A+3(B+K/3)p_0^2=-A+3A=2A\). The terms in \(s^2\) are

\[
\frac{s^2}2\left[-A+Bp^2+Kp^2\right].
\]

At \(p=p_0\), \(A=(B+K/3)p_0^2\), so the bracket is \((K-K/3)p_0^2=2Kp_0^2/3\). The last coefficient is \((K/4)(2\sqrt2/3)p_0\). ∎

Without anisotropy a rotation of the polarization costs no energy, and accordingly \(k\) is proportional to \(K\). The longitudinal stiffness measures a change of length and remains finite as \(K\) goes to zero.

**Example.** Choose \(p_0=30\ \mu\mathrm{C/cm^2}\), \(A=0.05\) MV cm/µC and \(K=5\times10^{-5}\ (\mathrm{MV/cm})/(\mu\mathrm{C/cm^2})^3\). The condition for \(p_0\) fixes

\[
B=\frac{A}{p_0^2}-\frac K3=5.556\times10^{-5}-1.667\times10^{-5}=3.889\times10^{-5}
\]

in the unit of \(K\). The local coefficients are

\[
k=\tfrac23(5\times10^{-5})(900)=0.0300\ \mathrm{MV\,cm/\mu C},
\]

\[
c=\frac{\sqrt2}{6}(5\times10^{-5})(30)=3.54\times10^{-4}\ (\mathrm{MV/cm})/(\mu\mathrm{C/cm^2})^2 .
\]

The corresponding SI susceptibilities, \(1/(\varepsilon_0k_\parallel)\) and \(1/(\varepsilon_0k)\), are 113 and 376.

We have written the quartic invariant in trigonal axes, identified its single threefold term, and found the spontaneous polarization, stiffnesses and cubic coefficient of the \([111]\) state. It remains to find the response to a transverse field, the switching barrier and the limits of stability, and to examine what the model leaves out.

Numerical values quoted here were computed with a short program.
